# Three local kinetic-energy estimators and their common mean: verification in Python

```python
"""
Result under test, for real psi and particles of electron mass (atomic units):
  K  = -(1/2) (Laplacian psi)/psi      local kinetic energy
  T  = -(1/4) Laplacian ln|psi|
  F2 =  (1/2) |grad ln|psi||^2
  K = 2T - F2 at each point, and <K> = <T> = <F2> when sampling psi^2.
Model: psi = exp(-(r1^2+r2^2)/(2 s^2) + u(r12)), u(r) = r/(2(1+r/b)).
The effects of wrong sampling, wrong derivatives, slope jumps and nodes
are also tested. Energies are printed in eV, lengths in angstrom.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
width_ang, range_ang, cut_ang = 1.0, 1.0, 1.0
alpha = (ANG / width_ang) ** 2
b_jas = range_ang / ANG


def jastrow(r, b=b_jas):
    """u, u', u'' of the pair exponent."""
    d = 1 + r / b
    return r / (2 * d), 1 / (2 * d**2), -1 / (b * d**3)


def log_psi(x):
    r = np.sqrt(((x[:, 0] - x[:, 1]) ** 2).sum(axis=1))
    return -0.5 * alpha * (x**2).sum(axis=(1, 2)) + jastrow(r)[0]


def estimators(x):
    """T, F2 and u'' for configurations x[walker, electron, xyz]."""
    sep = x[:, 0] - x[:, 1]
    r = np.sqrt((sep**2).sum(axis=1))
    _, du, ddu = jastrow(r)
    pull = (du / r)[:, None] * sep
    g1 = -alpha * x[:, 0] + pull
    g2 = -alpha * x[:, 1] - pull
    lap = -6 * alpha + 2 * (ddu + 2 * du / r)
    return -lap / 4, 0.5 * (g1**2 + g2**2).sum(axis=1), ddu


# ---- pointwise identity: K from finite differences of psi itself
point_ang = np.array([[[0.6, 0.0, 0.2], [-0.3, 0.5, 0.0]]])
point = point_ang / ANG
h = 1e-3
psi0 = np.exp(log_psi(point))[0]
lap_psi = 0.0
for i in range(2):
    for j in range(3):
        shift = np.zeros_like(point)
        shift[0, i, j] = h
        lap_psi += (np.exp(log_psi(point + shift))[0] - 2 * psi0
                    + np.exp(log_psi(point - shift))[0]) / h**2
K_pt = -0.5 * lap_psi / psi0
T_pt, F_pt = (float(q[0]) for q in estimators(point)[:2])
assert abs(K_pt - (2 * T_pt - F_pt)) < 1e-5  # finite-difference error
print("Gaussian width s, Jastrow range b (angstrom):", width_ang, range_ang)
print("one configuration, r1 (angstrom):", point_ang[0, 0])
print("one configuration, r2 (angstrom):", point_ang[0, 1])
print(f"  T there: {T_pt*EV:.4f} eV")
print(f"  F2 there: {F_pt*EV:.4f} eV")
print(f"  2T - F2 there: {(2*T_pt-F_pt)*EV:.4f} eV")
print(f"  K there, finite differences of psi: {K_pt*EV:.4f} eV")


# ---- reference means by quadrature over the pair distance
def pair_integral(fun, b, cut):
    """Integral of r^2 phi^2 fun; beyond cut the exponent u is frozen."""
    def integrand(r):
        if cut is not None and r > cut:
            u, du, ddu = jastrow(cut, b)[0], 0.0, 0.0
        else:
            u, du, ddu = jastrow(r, b)
        return r**2 * np.exp(2 * u - alpha * r**2 / 2) * fun(r, du, ddu)
    edge = 4.0 if cut is None else cut
    return sum(quad(integrand, lo, hi, epsabs=1e-11, epsrel=1e-10,
                    limit=200)[0] for lo, hi in ((0, edge), (edge, 30.0)))


def quadrature_T_F(b=b_jas, cut=None):
    norm = pair_integral(lambda r, du, ddu: 1.0, b, cut)
    t = pair_integral(lambda r, du, ddu: ddu + 2 * du / r, b, cut) / norm
    f = pair_integral(lambda r, du, ddu: (du - alpha * r / 2)**2,
                      b, cut) / norm
    # the centre of mass contributes 3 alpha/4 to the mean of F2
    return 1.5 * alpha - 0.5 * t, 0.75 * alpha + f, norm


T_ref, F_ref, norm_ref = quadrature_T_F()
rs = sp.symbols("r", positive=True)
phi = sp.exp(rs / (2 * (1 + rs / b_jas)) - alpha * rs**2 / 4)
k_rel = sp.lambdify(rs, -(sp.diff(phi, rs, 2) + 2 * sp.diff(phi, rs) / rs)
                    / phi, "numpy")
K_ref = 0.75 * alpha + pair_integral(lambda r, du, ddu: k_rel(r),
                                     b_jas, None) / norm_ref
assert abs(T_ref - F_ref) < 1e-7 and abs(K_ref - F_ref) < 1e-7
print(f"quadrature <K>: {K_ref*EV:.4f} eV")
print(f"quadrature <T>: {T_ref*EV:.4f} eV")
print(f"quadrature <F2>: {F_ref*EV:.4f} eV")
print(f"quadrature mean, converted: {F_ref:.5f} hartree")


# ---- Metropolis sampling of |psi|^power
n_walk, n_equil, n_steps, stride = 4000, 200, 1500, 3
step_ang = 0.5


def sample(power, seed):
    rng = np.random.default_rng(seed)
    x = rng.normal(size=(n_walk, 2, 3)) / np.sqrt(power * alpha)
    lp = log_psi(x)
    sums, squares = np.zeros((3, n_walk)), np.zeros(3)
    count, accepted = 0, 0
    for k in range(n_equil + n_steps):
        y = x + step_ang / ANG * rng.normal(size=x.shape)
        lq = log_psi(y)
        ok = np.log(1 - rng.random(n_walk)) < power * (lq - lp)
        x[ok], lp[ok] = y[ok], lq[ok]
        if k >= n_equil:
            accepted += ok.sum()
            if k % stride == 0:
                t, f, ddu = estimators(x)
                sums += np.array([t, f, ddu])
                squares += [((2*t - f)**2).mean(), (t**2).mean(),
                            (f**2).mean()]
                count += 1
    t, f, ddu = sums / count
    means = np.array([(2*t - f).mean(), t.mean(), f.mean()])
    spread = np.sqrt(squares / count - means**2)
    return t, f, ddu, spread, accepted / (n_steps * n_walk)


def mean_err(a):
    """Mean and standard error from independent walkers."""
    return a.mean(), a.std(ddof=1) / np.sqrt(len(a))


t, f, ddu, spread, acc = sample(2, 11)
print(f"walkers {n_walk}, steps {n_steps}, acceptance {acc:.3f}")
for name, values, ref, sd in (("K", 2*t - f, K_ref, spread[0]),
                              ("T", t, T_ref, spread[1]),
                              ("F2", f, F_ref, spread[2])):
    m, e = mean_err(values)
    assert abs(m - ref) < 4.5 * e
    print(f"sampled <{name}>: {m*EV:.4f} +- {e*EV:.4f} eV,"
          f" single-sample spread {sd*EV:.3f} eV")
assert spread[1] < spread[2]
D, D_err = mean_err(t - f)
assert abs(D) < 4.5 * D_err
print(f"sampled <T-F2>: {D*EV:.4f} +- {D_err*EV:.4f} eV")

# ---- derivative fault: u'' left out of the Laplacian
bad, bad_err = mean_err(t + 0.5 * ddu - f)
shift_ref = 0.5 * pair_integral(lambda r, du, d2: d2, b_jas, None) / norm_ref
assert abs(bad - shift_ref) < 4.5 * bad_err and abs(bad) > 10 * bad_err
print(f"u'' omitted, <T-F2>: {bad*EV:.4f} +- {bad_err*EV:.4f} eV")
print(f"u'' omitted, predicted shift: {shift_ref*EV:.4f} eV")

# ---- sampling fault: |psi| in place of psi^2
t1, f1, _, _, _ = sample(1, 12)
k1, k1_err = mean_err(2 * t1 - f1)
d1, d1_err = mean_err(t1 - f1)
assert abs(k1) < 4.5 * k1_err and abs(d1) > 10 * d1_err
print(f"|psi| sampled, <K>: {k1*EV:.4f} +- {k1_err*EV:.4f} eV")
print(f"|psi| sampled, <T>: {t1.mean()*EV:.4f} eV")
print(f"|psi| sampled, <F2>: {f1.mean()*EV:.4f} eV")
print(f"|psi| sampled, <T>/<F2>: {t1.mean()/f1.mean():.4f}")

# ---- consistent but unintended psi: the test cannot see it
T_b, F_b, _ = quadrature_T_F(b=2 * b_jas)
assert abs(T_b - F_b) < 1e-7 and abs(F_b - F_ref) > 1e-3
print(f"unintended b = {2*range_ang} angstrom, <T>: {T_b*EV:.4f} eV")
print(f"unintended b = {2*range_ang} angstrom, <F2>: {F_b*EV:.4f} eV")

# ---- slope jump: u frozen beyond a cut distance
cut = cut_ang / ANG
T_c, F_c, norm_c = quadrature_T_F(cut=cut)
u_c, du_c, _ = jastrow(cut)
P_c = cut**2 * np.exp(2 * u_c - alpha * cut**2 / 2) / norm_c
jump_term = -0.5 * P_c * du_c
assert abs((T_c - F_c) - jump_term) < 1e-7 and abs(jump_term) > 1e-3
print(f"u frozen beyond {cut_ang} angstrom, <T>: {T_c*EV:.4f} eV")
print(f"u frozen, <F2>: {F_c*EV:.4f} eV")
print(f"u frozen, <T-F2>: {(T_c-F_c)*EV:.4f} eV")
print(f"u frozen, surface term: {jump_term*EV:.4f} eV")

# ---- each coordinate separately, and a general sampling density
xs, ys = sp.symbols("x y", real=True)
ln_psi = -(xs**2/2 + 0.3*ys**2 + 0.1*xs**2*ys**2 + 0.2*xs*ys)
ln_phi = -(0.4*xs**2 + 0.5*ys**2)
axis = np.linspace(-9, 9, 361)
X, Y = np.meshgrid(axis, axis, indexing="ij")


def on_grid(expr):
    return sp.lambdify((xs, ys), expr, "numpy")(X, Y) + 0 * X


def grid_mean(ln_rho, expr):
    rho = np.exp(on_grid(ln_rho))
    return (rho * on_grid(expr)).sum() / rho.sum()


coord_T = [grid_mean(2*ln_psi, -sp.diff(ln_psi, q, 2)/4) for q in (xs, ys)]
coord_F = [grid_mean(2*ln_psi, sp.diff(ln_psi, q)**2/2) for q in (xs, ys)]
assert np.allclose(coord_T, coord_F, atol=1e-9)
assert abs(coord_T[0] - coord_T[1]) > 0.01
ln_mix = ln_psi + ln_phi
gap = sum(grid_mean(ln_mix, -sp.diff(ln_psi, q, 2)/4
                    - sp.diff(ln_psi, q)**2/2) for q in (xs, ys))
gap_formula = sum(grid_mean(ln_mix, sp.diff(ln_psi, q)
                            * sp.diff(ln_mix - 2*ln_psi, q))
                  for q in (xs, ys)) / 4
assert abs(gap - gap_formula) < 1e-9 and abs(gap) > 1e-3
print(f"2D test function, <T> along x and y: {coord_T[0]*EV:.4f},"
      f" {coord_T[1]*EV:.4f} eV")
print(f"2D test function, <F2> along x and y: {coord_F[0]*EV:.4f},"
      f" {coord_F[1]*EV:.4f} eV")
print(f"2D mixed density psi*phi, <T-F2>: {gap*EV:.4f} eV")
print(f"2D mixed density, gradient formula: {gap_formula*EV:.4f} eV")

# ---- complex plane wave: the means differ
kw = sp.symbols("k", positive=True)
wave = sp.exp(sp.I * kw * xs)
assert sp.simplify(-sp.diff(wave, xs, 2) / wave / 2 - kw**2 / 2) == 0
assert sp.simplify(sp.diff(sp.diff(wave, xs) / wave, xs)) == 0

# ---- node: first excited oscillator state, energies in units of the quantum
quantum = 4.0
z = sp.symbols("z", positive=True)
node_psi = z * sp.exp(-z**2 / 2)
node_ops = [-sp.diff(node_psi, z, 2) / node_psi / 2,
            -sp.diff(sp.log(node_psi), z, 2) / 4,
            sp.diff(sp.log(node_psi), z)**2 / 2]
K_n, T_n, F_n = [sp.lambdify(z, sp.simplify(q), "numpy") for q in node_ops]


def node_integral(fun, eps=0.0):
    """Integral over z > eps with weight psi^2."""
    return sum(quad(lambda q: q**2 * np.exp(-q**2) * fun(q), lo, hi,
                    limit=300)[0] for lo, hi in ((eps, 0.1), (0.1, 12.0)))


node_norm = node_integral(lambda q: 1.0)
node_means = [node_integral(q) / node_norm for q in (K_n, T_n, F_n)]
assert np.ptp(node_means) < 1e-7
growth = [node_integral(lambda q: g(q)**2, 1e-3)
          / node_integral(lambda q: g(q)**2, 1e-2) for g in (T_n, F_n)]
growth_K = (node_integral(lambda q: K_n(q)**2, 1e-3)
            / node_integral(lambda q: K_n(q)**2, 1e-2))
# a 1/eps divergence gives a factor 10, up to the finite remainder
assert all(abs(g - 10) < 0.8 for g in growth) and abs(growth_K - 1) < 1e-3
K_sd = np.sqrt(node_integral(lambda q: K_n(q)**2) / node_norm
               - node_means[0]**2)
print(f"nodal state, oscillator quantum: {quantum} eV")
print("nodal state, <K>, <T>, <F2> (eV):",
      " ".join(f"{m*quantum:.4f}" for m in node_means))
print(f"nodal state, spread of K: {K_sd*quantum:.4f} eV")
print("nodal second moments, growth for a 10x smaller excluded gap:")
print(f"  T: {growth[0]:.3f}, F2: {growth[1]:.3f}, K: {growth_K:.5f}")

# ---- spread of sample means of T with a node: exact independent samples
rng = np.random.default_rng(5)
block, factor, repeats = 1000, 27, 1500
means = np.empty((factor, repeats))
for k in range(factor):
    q = np.sqrt(rng.gamma(1.5, size=(repeats, block)))
    means[k] = T_n(q).mean(axis=1)


def quartile_range(a):
    return np.subtract(*np.percentile(a, [75, 25]))


small, large = quartile_range(means.ravel()), quartile_range(means.mean(0))
narrowing = small / large
# finite sample size and the quartile noise allow about 15 per cent
assert abs(narrowing / factor**(1/3) - 1) < 0.17
assert narrowing < 0.75 * np.sqrt(factor)
print(f"mean of T, quartile range, N={block}: {small*quantum:.4f} eV")
print(f"mean of T, quartile range, N={block*factor}: {large*quantum:.4f} eV")
print(f"narrowing found: {narrowing:.3f}")
print(f"narrowing for N^(-1/3): {factor**(1/3):.3f},"
      f" for N^(-1/2): {factor**0.5:.3f}")
print("all good")
```

It prints:

```
Gaussian width s, Jastrow range b (angstrom): 1.0 1.0
one configuration, r1 (angstrom): [0.6 0.  0.2]
one configuration, r2 (angstrom): [-0.3  0.5  0. ]
  T there: 10.6317 eV
  F2 there: 1.4065 eV
  2T - F2 there: 19.8569 eV
  K there, finite differences of psi: 19.8569 eV
quadrature <K>: 10.8489 eV
quadrature <T>: 10.8489 eV
quadrature <F2>: 10.8489 eV
quadrature mean, converted: 0.39869 hartree
walkers 4000, steps 1500, acceptance 0.435
sampled <K>: 10.8454 +- 0.0119 eV, single-sample spread 7.038 eV
sampled <T>: 10.8502 +- 0.0015 eV, single-sample spread 1.716 eV
sampled <F2>: 10.8549 +- 0.0127 eV, single-sample spread 6.789 eV
sampled <T-F2>: -0.0047 +- 0.0122 eV
u'' omitted, <T-F2>: -0.5304 +- 0.0119 eV
u'' omitted, predicted shift: -0.5262 eV
|psi| sampled, <K>: -0.0456 +- 0.0268 eV
|psi| sampled, <T>: 11.1228 eV
|psi| sampled, <F2>: 22.2912 eV
|psi| sampled, <T>/<F2>: 0.4990
unintended b = 2.0 angstrom, <T>: 10.3900 eV
unintended b = 2.0 angstrom, <F2>: 10.3900 eV
u frozen beyond 1.0 angstrom, <T>: 10.9777 eV
u frozen, <F2>: 11.4263 eV
u frozen, <T-F2>: -0.4486 eV
u frozen, surface term: -0.4486 eV
2D test function, <T> along x and y: 7.8489, 4.7093 eV
2D test function, <F2> along x and y: 7.8489, 4.7093 eV
2D mixed density psi*phi, <T-F2>: -0.6472 eV
2D mixed density, gradient formula: -0.6472 eV
nodal state, oscillator quantum: 4.0 eV
nodal state, <K>, <T>, <F2> (eV): 3.0000 3.0000 3.0000
nodal state, spread of K: 2.4495 eV
nodal second moments, growth for a 10x smaller excluded gap:
  T: 9.961, F2: 10.336, K: 1.00000
mean of T, quartile range, N=1000: 0.2963 eV
mean of T, quartile range, N=27000: 0.1011 eV
narrowing found: 2.930
narrowing for N^(-1/3): 3.000, for N^(-1/2): 5.196
all good
```
